# First-Order s-Level Shift from a Gaussian Nuclear Charge

## Problem

On a real-space grid the potential of a point nucleus is awkward, because it diverges at the origin. One remedy is to spread the nuclear charge \(Z\) over a Gaussian of length \(a\),

\[
\rho(r)=\frac{Z}{\pi^{3/2}a^3}\,e^{-r^2/a^2}.
\]

The algebra uses atomic units, so the electron has charge \(-1\) and mass 1. With the point nucleus the electron moves in

\[
v(r)=-\frac{Z}{r}+w(r),
\]

where \(w\) is spherical, finite and smooth at the origin, and is held fixed when the nucleus is changed. Consider one s level with normalized real orbital \(\psi(r)\), energy \(E\) and density \(n(r)=\psi(r)^2\). This is the density of that one level, not of all the electrons in an atom. Assume that near the nucleus \(|E-w|\) is of order \(Z^2\) or smaller, as for the bound levels of a one-electron ion.

**(a)** Show that the electron's potential energy in the field of the Gaussian charge is \(-Z\,\mathrm{erf}(r/a)/r\), and find the mean-square radius \(\langle r^2\rangle\) of the charge.

**(b)** Show that for \(Za\ll1\) the first-order shift of the s level is

\[
\Delta E=\frac{2\pi}{3}\,Z\,\langle r^2\rangle\,n(0).
\]

**(c)** Find the next term of the first-order integral in powers of \(a\). Determine how the neglected effects beyond first order scale with \(a\), and their sign for the lowest level.

**(d)** How does the first-order shift of a p level depend on \(a\)?

**(e)** Evaluate the 1s shift of the one-electron ion Be³⁺ for \(a=0.002\) Å, treating the electron non-relativistically and the nucleus as fixed. Judge the accuracy of the formula.

## Solution

### (a) Potential and mean-square radius

By Gauss's law, the potential at radius \(r\) is the enclosed charge divided by \(r\), plus the contribution of the shells outside \(r\). Each outer shell gives a constant potential in its interior, equal to its charge divided by its own radius. Write \(x=r/a\) and substitute \(s=at\) in the enclosed charge:

\[
q(r)=\int_0^r4\pi s^2\rho(s)\,ds=\frac{4Z}{\sqrt\pi}\int_0^x t^2e^{-t^2}dt .
\]

Integrate by parts, using \(t\,e^{-t^2}=-\tfrac12\,\frac{d}{dt}e^{-t^2}\):

\[
\int_0^x t^2e^{-t^2}dt=-\frac{x}{2}e^{-x^2}+\frac12\int_0^xe^{-t^2}dt
=-\frac{x}{2}e^{-x^2}+\frac{\sqrt\pi}{4}\,\mathrm{erf}(x).
\]

The last step uses the definition \(\mathrm{erf}(x)=\frac{2}{\sqrt\pi}\int_0^xe^{-t^2}dt\). Dividing the enclosed charge by \(r=ax\) gives

\[
\frac{q(r)}{r}=\frac{Z\,\mathrm{erf}(r/a)}{r}-\frac{2Z}{\sqrt\pi\,a}e^{-r^2/a^2}.
\]

The outer shells contribute

\[
\int_r^\infty4\pi s\,\rho(s)\,ds=\frac{4Z}{\sqrt\pi\,a}\int_x^\infty t\,e^{-t^2}dt=\frac{2Z}{\sqrt\pi\,a}e^{-r^2/a^2}.
\]

The exponentials cancel in the sum, which leaves the potential \(Z\,\mathrm{erf}(r/a)/r\). The electron's charge supplies the minus sign, so its potential energy is \(-Z\,\mathrm{erf}(r/a)/r\). At the origin \(\mathrm{erf}(x)\approx2x/\sqrt\pi\), so the potential energy has the finite value \(-2Z/(\sqrt\pi\,a)\).

For the mean-square radius, the total charge \(Z\) is divided out:

\[
\langle r^2\rangle=\frac1Z\int_0^\infty4\pi r^4\rho(r)\,dr=\frac{4a^2}{\sqrt\pi}\int_0^\infty t^4e^{-t^2}dt .
\]

One integration by parts gives \(\int_0^\infty t^4e^{-t^2}dt=\frac32\int_0^\infty t^2e^{-t^2}dt\). The limit \(x\to\infty\) of the integral found above is \(\int_0^\infty t^2e^{-t^2}dt=\sqrt\pi/4\). Therefore

\[
\langle r^2\rangle=\frac{4a^2}{\sqrt\pi}\cdot\frac{3\sqrt\pi}{8}=\frac32a^2 .
\]

### (b) First-order shift

The perturbation is the new potential energy minus the old one. With \(\mathrm{erfc}=1-\mathrm{erf}\),

\[
\Delta V(r)=-\frac{Z\,\mathrm{erf}(r/a)}{r}+\frac Zr=\frac{Z\,\mathrm{erfc}(r/a)}{r}.
\]

It is positive, because an electron inside the charge cloud is attracted less strongly than by a point nucleus. It is also confined to a few \(a\), because outside the cloud the two potentials agree.

Since \(\Delta V\) is spherical, it does not mix s states with states of other angular momentum. Each s level can therefore be treated by non-degenerate perturbation theory, even where a p level has the same energy, as in a one-electron ion, provided the shift is small compared with the spacing to the neighbouring s levels. The first-order shift is the expectation value of \(\Delta V\):

\[
\Delta E_1=\int n(r)\,\Delta V(r)\,d^3r=4\pi Z\int_0^\infty r\,n(r)\,\mathrm{erfc}(r/a)\,dr .
\]

With \(|E-w|\) of order \(Z^2\) or smaller, the density near the nucleus varies over a distance of order \(1/Z\), as part (c) shows. If \(a\ll1/Z\), it hardly changes where \(\Delta V\) is appreciable, and \(n(r)\) may be replaced by \(n(0)\). With \(r=ax\),

\[
\Delta E_1\approx4\pi Za^2n(0)\int_0^\infty x\,\mathrm{erfc}(x)\,dx .
\]

This integral and similar ones below follow from one integration by parts. Since \(\frac{d}{dx}\mathrm{erfc}(x)=-\frac{2}{\sqrt\pi}e^{-x^2}\), and the boundary terms vanish for \(m\ge0\),

\[
\int_0^\infty x^m\,\mathrm{erfc}(x)\,dx=\frac{2}{\sqrt\pi\,(m+1)}\int_0^\infty x^{m+1}e^{-x^2}dx .
\]

For \(m=1\) the result is \(\frac{1}{\sqrt\pi}\cdot\frac{\sqrt\pi}{4}=\frac14\). Hence

\[
\Delta E=\pi Za^2n(0).
\]

Substituting \(a^2=\frac23\langle r^2\rangle\) from part (a) gives

\[
\boxed{\Delta E=\frac{2\pi}{3}\,Z\,\langle r^2\rangle\,n(0)}
\]

The factor \(\frac{2\pi}{3}Z\langle r^2\rangle\) is the volume integral of \(\Delta V\). At this order the level responds to that integral and to the probability density of finding the electron at the nucleus. The background \(w\) enters through \(n(0)\).

### (c) Corrections

**The first-order integral.** The next term requires the slope of \(n\) at the origin. Let \(u(r)=r\psi(r)\), which obeys \(u''=2(v-E)u\). Insert \(u=c\,(r+br^2+\dots)\) and let \(r\to0\). The left side tends to \(2bc\). On the right, only the Coulomb term survives, and it tends to \(2(-Z/r)(cr)=-2Zc\). Thus \(b=-Z\), so that

\[
\psi(r)=\psi(0)(1-Zr+\dots),\qquad n(r)=n(0)(1-2Zr+\dots).
\]

This is the cusp at a point nucleus. Its relative slope depends on neither \(w\) nor \(E\). These first enter one order higher: adding a term \(c\,d\,r^3\) to \(u\) and matching the terms linear in \(r\) gives \(6d=2[-Zb+w(0)-E]\), so \(d=[Z^2+w(0)-E]/3\). With \(|E-w|\) of order \(Z^2\) or smaller, this changes \(n\) inside the cloud by a relative amount of order \((Za)^2\). The integral with \(m=2\) is now needed. Since \(\int_0^\infty x^3e^{-x^2}dx=\frac12\), it equals \(\frac{2}{3\sqrt\pi}\cdot\frac12=\frac{1}{3\sqrt\pi}\). Therefore

\[
\Delta E_1=4\pi Za^2n(0)\left[\frac14-\frac{2Za}{3\sqrt\pi}+\dots\right]
=\pi Za^2n(0)\left[1-\frac{8}{3\sqrt\pi}Za+\dots\right].
\]

The coefficient is \(8/(3\sqrt\pi)=1.5045\). The correction is negative because the density falls away from the nucleus.

**Beyond first order.** Let \(\psi_a\) and \(E_a\) be the normalized orbital and energy with the Gaussian nucleus. Project the equation for \(\psi_a\) on \(\psi\), project the equation for \(\psi\) on \(\psi_a\), and subtract. The original Hamiltonian is Hermitian, so its terms cancel:

\[
(E_a-E)\,\langle\psi|\psi_a\rangle=\langle\psi|\Delta V|\psi_a\rangle .
\]

First-order theory replaces \(\psi_a\) by \(\psi\). The error therefore depends on how much the orbital changes within the charge cloud.

Set \(\delta=\psi_a-\psi\). For \(r\) of order \(a\), the leading part of the difference between the two radial equations is

\[
\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{d\delta}{dr}\right)\approx2\,\Delta V(r)\,\psi(0).
\]

The omitted terms contain \(\delta\), the energy shift, or the variation \(\psi(r)-\psi(0)\) across the cloud, and are smaller by at least a factor of order \(Za\). Integrating once from the origin gives \(\delta'(r)=2\psi(0)\,r^{-2}\int_0^rs^2\Delta V(s)\,ds\). Integrate again from the origin to a radius well outside the cloud, and exchange the order of integration. Since \(\int_s^\infty r^{-2}dr=1/s\),

\[
\delta(\text{outside})-\delta(0)\approx2\psi(0)\int_0^\infty s\,\Delta V(s)\,ds
=2Za\,\psi(0)\int_0^\infty\mathrm{erfc}(x)\,dx=\frac{2Za}{\sqrt\pi}\psi(0).
\]

The last integral is the case \(m=0\), equal to \(1/\sqrt\pi\). Well outside the cloud, the perturbation acts through its volume integral, which is proportional to \(a^2\), so \(\delta\) is negligible there at order \(Za\). Hence \(\delta(0)\approx-2Za\,\psi(0)/\sqrt\pi\), and the density at the origin falls by the fraction \(4Za/\sqrt\pi\). The softened nucleus has no cusp, and the orbital is flattened.

The matrix element of \(\Delta V\) thus changes by a relative amount of order \(Za\), while the overlap \(\langle\psi|\psi_a\rangle\) differs from 1 only at higher order. Effects beyond first order therefore enter at the same relative order as the cusp correction. A complete result at that order needs both.

For the lowest level the sign follows from the variational principle. Using \(\psi\) as a trial function for the new Hamiltonian gives the energy \(E+\Delta E_1\), which cannot lie below the true lowest energy \(E_a\). So \(E_a-E\le\Delta E_1\).

### (d) A p level

Near the nucleus a p orbital is proportional to \(r\), so its density averaged over angles starts as \(Br^2\), with \(B\) a constant. The average suffices because \(\Delta V\) is spherical. The first-order shift is

\[
\Delta E_1^{(p)}\approx4\pi ZB\int_0^\infty r^3\,\mathrm{erfc}(r/a)\,dr=4\pi ZBa^4\cdot\frac{3}{16}=\frac{3\pi}{4}ZBa^4 .
\]

The integral with \(m=3\) is \(\frac{1}{2\sqrt\pi}\cdot\frac{3\sqrt\pi}{8}=\frac{3}{16}\). The p shift scales as \(a^4\), against \(a^2\) for an s level, because a p electron has vanishing density at the nucleus.

### (e) The ion Be³⁺

Here \(Z=4\) and \(w=0\). The 1s orbital is \(\psi=Ae^{-Zr}\), and its normalization requires

\[
1=4\pi A^2\int_0^\infty r^2e^{-2Zr}dr=4\pi A^2\,\frac{2}{(2Z)^3}=\frac{\pi A^2}{Z^3},
\]

so \(n(0)=Z^3/\pi\) in atomic units, which is 137.476 Å⁻³. The mean-square radius is \(\frac32(0.002\ \text{Å})^2=6.0\times10^{-6}\) Å². To obtain the energy in eV from lengths in Å, multiply by the Coulomb constant \(e^2/(4\pi\varepsilon_0)=14.3996\) eV Å:

\[
\Delta E=\frac{2\pi}{3}\times4\times\left(6.0\times10^{-6}\right)\times137.476\times14.3996\ \text{eV}=0.0995\ \text{eV}.
\]

This is 0.003657 hartree. The unperturbed level lies at −217.69 eV, so the shift is small on the scale of the level itself.

The formula can be compared with the full first-order integral, and with the change of the eigenvalue when the radial equation is solved numerically for each nucleus. The 1s shifts are:

| \(a\) (Å) | Formula (eV) | First-order integral (eV) | Eigenvalue change (eV) |
|---|---|---|---|
| 0.002 | 0.0995 | 0.0973 | 0.0963 |
| 0.004 | 0.3980 | 0.3805 | 0.3721 |
| 0.008 | 1.5921 | 1.4556 | 1.3873 |

At \(a=0.002\) Å, \(Za=0.01512\) in atomic units. The cusp correction predicts the ratio of integral to formula as \(1-1.5045\times0.01512=0.977\), and the computed ratio is 0.9776. The eigenvalue change is 0.9674 of the formula, so the formula is too large by about 3 percent of its own value. At \(a=0.008\) Å the ratio is 0.8714, and the leading term alone is a rough estimate.

The remaining gap between the first-order integral and the eigenvalue change, measured relative to the formula, grows by a factor 2.07 when \(a\) is doubled from 0.002 to 0.004 Å. This agrees with the linear scaling found in part (c). The density at the origin falls by 3.55 percent at \(a=0.002\) Å, while the leading estimate \(4Za/\sqrt\pi\) gives 3.4 percent.

To check the limit \(a\to0\), let \(R(a)\) be the ratio of the eigenvalue change to the formula. The combination \(2R(a)-R(2a)\) removes the term linear in \(a\). With the two smallest lengths it gives 1.0000, where the formula requires 1. The terms left over are of order \((Za)^2\) and, as numerical solutions over a wider range of \(a\) show, \((Za)^2\ln(Za)\). They nearly cancel at these two lengths, so the agreement in the last digits should not be read as the accuracy of the extrapolation.

**Other levels.** The 2s orbital is \(A(1-Zr/2)e^{-Zr/2}\). Its normalization integral is

\[
4\pi A^2\int_0^\infty r^2\left(1-Zr+\frac{Z^2r^2}{4}\right)e^{-Zr}dr=\frac{4\pi A^2}{Z^3}(2-6+6)=\frac{8\pi A^2}{Z^3},
\]

so \(n(0)=Z^3/(8\pi)\), one eighth of the 1s value. The formula then gives a 2s shift of 0.0124 eV at \(a=0.002\) Å, and the eigenvalue change is 0.0120 eV. The computed 1s and 2s changes have the ratio 7.999. Since the two levels move by different amounts, the softening also alters the energy difference between them.

The first-order 2p shift is \(1.7\times10^{-7}\) eV at the same \(a\). Doubling \(a\) multiplies it by 15.7, close to the factor 16 of the \(a^4\) law. The factor is slightly smaller because the 2p density grows more slowly than \(r^2\) away from the origin.

**A different background.** To check the role of \(w\), a harmonic confinement \(w=\frac12\omega^2r^2\) with quantum \(\omega=217.7\) eV was added to the \(Z=4\) Coulomb potential. It raises the density at the origin by a factor 1.647. With this new \(n(0)\) in the formula, the ratio of first-order integral to formula is again 0.9776 at \(a=0.002\) Å, as expected from a cusp that does not depend on \(w\). Removing the linear term from this first-order ratio with the same combination of the two smallest lengths gives 0.9994, against 0.9993 for the first-order ratio of the free ion. The eigenvalue change was not computed for the confined case.

**Range of use.** The formula requires \(Za\ll1\), \(a^2|E-w|\ll1\) inside the cloud, a fixed \(w\), a non-relativistic electron, and a shift small compared with the spacing to the neighbouring s levels. If \(w\) brings two s levels closer together than the shift, \(\Delta V\) mixes them and the formula fails for each. A uniform grid needs a spacing below \(a\) to resolve the cloud, and at larger \(a\) the formula is soon lost: for \(Z=4\) it gives 62 eV against an eigenvalue change of 27 eV at \(a=0.05\) Å, and 249 eV against 58 eV at \(a=0.1\) Å. In a self-consistent calculation for an atom with several electrons, the other electrons respond to the softened nucleus, \(w\) changes, and the orbital energy acquires a further shift that is not included here. It need not be small: in a Hartree–Fock calculation for neutral Be at \(a=0.002\) Å, the 1s orbital energy rises by about 0.081 eV with the background frozen but by 0.062 eV self-consistently, and the 2s energy by 0.0027 eV against 0.0016 eV. For the 1s level of a one-electron ion, \(n(0)=Z^3/\pi\) turns the formula into \(\Delta E=Z^4a^2\). Keeping this shift below a chosen tolerance therefore requires \(a\) to decrease as \(1/Z^2\), faster than the size \(1/Z\) of the orbital itself. This scaling is non-relativistic and holds for light nuclei only. At \(Za=0.015\) the first-order integral over the Dirac 1s density is 0.98 times \(Z^4a^2\) for \(Z=4\), but 1.24 times for \(Z=30\), 1.9 times for \(Z=50\) and about 6 times for \(Z=80\).

## Numbers as computed

```
Be3+ ion, nuclear charge Z = 4
Coulomb constant = 14.3996 eV angstrom
main Gaussian length a = 0.0020 angstrom
main Z*a in atomic units = 0.01512 (no unit)
mean-square radius = 6.000e-06 angstrom^2
1s density at origin = 137.476 angstrom^-3
moment of x erfc(x) = 0.250000 (no unit)
moment of x^2 erfc(x) = 0.188063 (no unit)
1s level, point nucleus, grid = -217.6911 eV
2s level, point nucleus, grid = -54.4228 eV
a = 0.002 angstrom: 1s shift, formula = 0.09951 eV
   first-order integral = 0.09728 eV
   eigenvalue change = 0.09626 eV
   integral/formula = 0.9776 (no unit)
   eigenvalue change/formula = 0.9674 (no unit)
   fall of density at origin = 3.55 percent
a = 0.004 angstrom: 1s shift, formula = 0.39802 eV
   first-order integral = 0.38045 eV
   eigenvalue change = 0.37209 eV
   integral/formula = 0.9558 (no unit)
   eigenvalue change/formula = 0.9348 (no unit)
   fall of density at origin = 7.22 percent
a = 0.008 angstrom: 1s shift, formula = 1.59209 eV
   first-order integral = 1.45557 eV
   eigenvalue change = 1.38733 eV
   integral/formula = 0.9143 (no unit)
   eigenvalue change/formula = 0.8714 (no unit)
   fall of density at origin = 14.52 percent
main 1s shift, formula = 0.003657 hartree
a -> 0 limit, integral/formula = 0.9993 (no unit)
a -> 0 limit, eigenvalue/formula = 1.0000 (no unit)
cusp coefficient, derived = 1.5045 (no unit)
cusp coefficient, from integral = 1.4821 (no unit)
beyond-first-order part, a doubled: factor 2.067 (no unit)
density fall, a doubled: factor 2.033 (no unit)
2s shift at main a, formula = 0.01244 eV
2s shift at main a, eigenvalue change = 0.01203 eV
1s/2s ratio of eigenvalue changes = 7.9988 (no unit)
2p first-order shift at main a = 1.745e-07 eV
2p shift, a doubled: factor 15.713 (no unit)
confinement quantum = 217.691 eV
confined/free density at origin = 1.6468 (no unit)
confined, main a: integral/formula = 0.9776 (no unit)
confined, a -> 0 limit of ratio = 0.9994 (no unit)
```
